# Density fluctuations and run length for 64 water molecules

## Problem

A first-principles molecular dynamics run is planned for liquid water at constant temperature and pressure. The periodic cell holds $N=64$ molecules, and a barostat lets its volume $V$ vary. Take $T=300$ K and these rough values for ambient water: density $1.0\ \mathrm{g/cm^3}$, molar mass $18$ g/mol, isothermal compressibility $\kappa_T=0.45\ \mathrm{GPa^{-1}}$.

(a) Show that the volume variance is $k_BT\,V\kappa_T$.

(b) Estimate the relative fluctuation of the density.

(c) How long must the run be for the mean density to have a relative standard error of 0.5 percent? State what must be known besides the variance.

(d) How well does the same run determine the compressibility?

**Assumptions.** The nuclei move classically. The run has been equilibrated, and its barostat samples the constant-pressure ensemble defined in part (a). The cell changes size but keeps its shape: a liquid has no static resistance to shear, so a freely deformable cell would have no bulk restoring force against a change of shape.

**Units.** Volumes are in Å$^3$, pressures in GPa and times in ps, which suit a liquid cell better than atomic units. The energy unit that follows is $1\ \mathrm{GPa\,Å^3}=10^{9}\times10^{-30}\ \mathrm{J}=10^{-21}$ J.

## Solution

### (a) The volume variance

Let $F(V)$ be the Helmholtz free energy of the $N$ molecules at fixed volume and temperature; the molecular positions and momenta have already been integrated over. At external pressure $P$ the probability density of the volume is

$$
p(V)=\frac{e^{-\beta[F(V)+PV]}}{Z(P)},\qquad
Z(P)=\int_0^\infty e^{-\beta[F(V)+PV]}\,dV,\qquad \beta=\frac{1}{k_BT}.
$$

The mean volume is a ratio of two integrals,

$$
\langle V\rangle=\frac{1}{Z}\int_0^\infty V\,e^{-\beta[F(V)+PV]}\,dV .
$$

Differentiate it with respect to $P$ at fixed $T$. The function $F(V)$ does not depend on $P$, so each derivative of the exponential brings down a factor $-\beta V$. The numerator contributes $-\beta\langle V^2\rangle$. The prefactor $1/Z$ contributes $-\langle V\rangle\,(1/Z)\,dZ/dP$, and since $dZ/dP=-\beta Z\langle V\rangle$, this equals $+\beta\langle V\rangle^2$. Together,

$$
\frac{d\langle V\rangle}{dP}=-\beta\left(\langle V^2\rangle-\langle V\rangle^2\right)=-\beta\,\langle\delta V^2\rangle ,
\qquad \delta V=V-\langle V\rangle .
$$

The isothermal compressibility is defined by

$$
\kappa_T=-\frac{1}{\langle V\rangle}\frac{d\langle V\rangle}{dP}.
$$

Substituting $d\langle V\rangle/dP=-\kappa_T\langle V\rangle$ and multiplying by $-k_BT$ gives

$$
\langle\delta V^2\rangle=k_BT\,\langle V\rangle\,\kappa_T .
$$

The two minus signs cancel, as they must for a variance. No expansion has been made, so the relation holds for a finite cell, provided $\kappa_T$ is the compressibility of that cell. Using the value for bulk water is an approximation.

The result has a simple mechanical reading. Near the most probable volume, the function $F(V)+PV$ is a parabola. Its curvature is $F''(V)=-dP/dV=1/(\kappa_TV)$, so a deviation $\delta V$ costs the free energy

$$
\Delta=\frac{\delta V^2}{2\kappa_TV}.
$$

Inserting the variance gives $\langle\Delta\rangle=k_BT/2$: the volume behaves as one thermally excited spring, and a compressible liquid is a soft spring.

### (b) The size of the density fluctuation

Write $V$ for the mean volume from here on, and let $s$ be the relative spread, meaning the standard deviation of the volume divided by its mean. Dividing the variance by $V^2$,

$$
s^2=\frac{\langle\delta V^2\rangle}{V^2}=\frac{k_BT\,\kappa_T}{V}.
$$

The numerator is itself a volume, and the fluctuation is small when the cell is much larger than this volume. The numbers are as follows.

The molecules have a total molar mass of $64\times18=1152$ g/mol. At $1.0\ \mathrm{g/cm^3}$ they fill

$$
V=\frac{1152\ \mathrm{cm^3/mol}}{6.022\times10^{23}\ \mathrm{mol^{-1}}}
=1.913\times10^{-21}\ \mathrm{cm^3}=1913\ \mathrm{Å^3},
$$

a cube with an edge of 12.4 Å. The thermal energy at 300 K is $k_BT=4.142\ \mathrm{GPa\,Å^3}$, so

$$
k_BT\,\kappa_T=4.142\times0.45\ \mathrm{Å^3}=1.864\ \mathrm{Å^3},
$$

$$
s^2=\frac{1.864}{1913}=9.74\times10^{-4},\qquad s=0.0312 .
$$

The volume therefore fluctuates by about 3 percent, or 60 Å$^3$, which is the space taken by two molecules.

To pass to the density $\rho=M/V$, where $M$ is the mass in the cell, write the instantaneous volume as $V(1+x)$ with $\langle x\rangle=0$ and $\langle x^2\rangle=s^2$. Then

$$
\rho=\frac{M}{V}\,\frac{1}{1+x}=\frac{M}{V}\left(1-x+x^2-\dots\right).
$$

To first order the relative density deviation is $-x$. Its sign is opposite to that of the volume deviation, and its spread is the same. **The density of the cell fluctuates by about 3 percent.**

The second-order term shifts the mean:

$$
\langle\rho\rangle\approx\frac{M}{V}\left(1+s^2\right).
$$

Averaging the density thus gives a value about 0.1 percent higher than dividing the mass by the average volume. This is one fifth of the precision asked for in part (c), so either average may be used here, but one should say which.

**How the result scales.** With a fixed volume per molecule, $V$ is proportional to $N$, and $s$ falls as $N^{-1/2}$. A cell of 256 molecules has a spread of 1.6 percent. An ideal gas gives a useful comparison. It has $\kappa_T=1/P$ and, for large $N$, $V=Nk_BT/P$, so that $s^2=1/N$ and $s=12.5$ percent for 64 particles. Water has a volume of $1913/64=29.9$ Å$^3$ per molecule, hence $s^2=(1.864/29.9)/N=0.062/N$. Its resistance to compression reduces the variance to about 6 percent of the ideal-gas value.

**How far to trust it.** Since $s\propto\sqrt{\kappa_T}$, an error of 20 percent in the compressibility changes $s$ by about 10 percent. This matters because the simulated liquid has the compressibility and density of the chosen electronic-structure method, which need not be those of real water. The estimate also assumes a single stable liquid phase. The variance relation of part (a) needs no parabola, but using the bulk $\kappa_T$ for a small cell and passing to the density at first order both rely on small, nearly parabolic fluctuations. Near a critical point $\kappa_T$ becomes large, and these two steps are no longer safe.

### (c) The run length

A single snapshot has a density uncertain by 3 percent. Averaging reduces this, but successive snapshots are correlated, and the variance contains no information about time. The missing quantity is the correlation time of the volume.

Let $a(t')$ be the relative deviation of the density from its mean at time $t'$. It has variance $s^2$ and the normalized autocorrelation function

$$
C(u)=\frac{\langle a(t')\,a(t'+u)\rangle}{s^2},\qquad C(0)=1 .
$$

To first order this is also the autocorrelation function of the volume, because the two minus signs in the product cancel. The average over a run of length $t$ is

$$
\bar a=\frac1t\int_0^t a(t')\,dt',
$$

and its variance over many equivalent runs is

$$
\langle\bar a^2\rangle=\frac{s^2}{t^2}\int_0^t\!\!\int_0^t C(|t_1-t_2|)\,dt_1\,dt_2 .
$$

The integrand depends on the separation $u=|t_1-t_2|$ alone. For a given $u$ the earlier time can lie anywhere in an interval of length $t-u$, and either of the two times may be the earlier one. The pairs with separations between $u$ and $u+du$ therefore cover an area $2(t-u)\,du$, and

$$
\langle\bar a^2\rangle=\frac{2s^2}{t}\int_0^t\left(1-\frac ut\right)C(u)\,du .
$$

If the run is much longer than the memory of the volume, $u/t$ is negligible wherever $C(u)$ matters, and the upper limit may be moved to infinity. With the integrated correlation time

$$
\tau=\int_0^\infty C(u)\,du,
$$

the result is

$$
\langle\bar a^2\rangle\approx\frac{2s^2\tau}{t}.
$$

A set of $n$ independent samples would give $s^2/n$. The run is therefore worth $n=t/(2\tau)$ independent samples. The factor 2 arises because each instant is correlated with both its past and its future.

Now set the standard error equal to the target $\varepsilon=0.005$:

$$
\frac{2s^2\tau}{t}=\varepsilon^2
\quad\Longrightarrow\quad
t=2\tau\left(\frac{s}{\varepsilon}\right)^2=\frac{2\tau\,k_BT\,\kappa_T}{V\varepsilon^2}.
$$

With the numbers of part (b),

$$
n=\left(\frac{s}{\varepsilon}\right)^2=\frac{9.744\times10^{-4}}{2.5\times10^{-5}}=39.0,
\qquad t=2\times39.0\,\tau\approx78\,\tau .
$$

**The run must last about 80 correlation times of the volume**, provided this is also much longer than the time over which $C(u)$ dies out. If the volume oscillates, positive and negative parts of $C(u)$ cancel in $\tau$, and $\tau$ can be much shorter than that time. A length in picoseconds follows once $\tau$ is known. The table uses two chosen values of $\tau$; they are illustrations, not properties of water.

| $\tau$ | One standard error = 0.5 percent | Two standard errors = 0.5 percent |
|---|---|---|
| 1 ps | 78 ps | 310 ps |
| 5 ps | 390 ps | 1600 ps |

The last column is the stricter reading of "0.5 percent precision". Halving the standard error requires a run four times longer, because $t\propto\varepsilon^{-2}$. For nearly Gaussian run averages, about 68 percent of runs fall within one standard error of the true mean and about 95 percent within two.

**Was the long-run formula justified?** Take exponential memory, $C(u)=e^{-u/\tau}$, and write $E=e^{-t/\tau}$. The two integrals needed are

$$
\int_0^t e^{-u/\tau}du=\tau(1-E),\qquad
\int_0^t u\,e^{-u/\tau}du=\tau^2(1-E)-\tau tE .
$$

Subtracting $1/t$ times the second from the first, the terms $-\tau E$ and $+\tau E$ cancel, which leaves

$$
\langle\bar a^2\rangle=\frac{2s^2\tau}{t}\left[1-\frac{\tau}{t}(1-E)\right].
$$

At $t=78\,\tau$ the bracket differs from 1 by about 1.3 percent, which is negligible here. For $t\ll\tau$, expanding $E$ to second order turns the bracket into $t/(2\tau)$, and the variance returns to $s^2$: a very short run is no better than one snapshot.

**What sets $\tau$.** A simple model shows that the barostat has a part in it. Let the volume drift down the slope of its free energy with a mobility $\mu$, while random kicks act on it. In a short time $dt$,

$$
\delta V\;\to\;\delta V\left(1-\frac{\mu\,dt}{\kappa_TV}\right)+\sqrt{2\mu k_BT\,dt}\;g ,
$$

where $g$ is a random number of zero mean and unit variance, independent of $\delta V$. The drift uses the slope $\delta V/(\kappa_TV)$ of the parabola in part (a). Multiplying by an earlier value of $\delta V$ and averaging removes the kicks, so correlations decay exponentially with

$$
\tau=\frac{\kappa_TV}{\mu}.
$$

Squaring the step instead, averaging, and keeping terms of first order in $dt$ gives

$$
\frac{d\langle\delta V^2\rangle}{dt}=-\frac{2\mu}{\kappa_TV}\langle\delta V^2\rangle+2\mu k_BT .
$$

In the steady state $\mu$ cancels and $\langle\delta V^2\rangle=k_BT\,V\kappa_T$, as in part (a). In this model the barostat setting changes how fast the volumes are sampled but not how widely they are spread. The model assumes that the molecules are in equilibrium at every instantaneous volume. It therefore cannot say how short $\tau$ can be made in a real run, where the liquid must also rearrange.

In practice $\tau$ is measured. Cut the run into blocks of length $b$, each much longer than the time over which $C(u)$ dies out (a time of order $\tau$ for exponential memory, longer if the volume oscillates), and find the variance $\sigma_b^2$ of the relative block averages. The formula above, applied to one block, gives $\sigma_b^2=2s^2\tau/b$, hence

$$
\tau=\frac{b\,\sigma_b^2}{2s^2}.
$$

A run that holds few such blocks gives an uncertain $\tau$, and so an uncertain error bar. The run planned here is such a case: for exponential memory, ten blocks of about $8\,\tau$ give an estimate that is low on average by about $\tau/b\approx13$ percent and scatters by about a third of $\tau$.

**A larger cell.** At equal $\tau$ the required length is proportional to $1/N$, so 256 molecules would need about $20\,\tau$ instead of $78\,\tau$. Whether $\tau$ stays equal depends on the barostat: in the model above, $\tau$ grows with $V$ at fixed $\mu$, and $\mu$ would have to be raised in proportion to $V$ to prevent this.

**A numerical check.** The numerical check simulates 4000 independent volume trajectories of the predicted length. It uses the drift-and-kick model, but with the full free energy of a liquid of constant bulk modulus in place of the parabola. The mean densities scatter by 0.50 percent, as intended, and 68 percent of them lie within 0.5 percent of the true mean. After a quarter of the run the scatter is 0.969 percent. The formula with the finite-length bracket gives 0.975 percent, slightly below the 1.0 percent expected from simple doubling. A constant bulk modulus $K=1/\kappa_T$ stays close to the parabola, whereas water stiffens under pressure, with $K'=dK/dP$ roughly 6 to 7. In the same model with such an equation of state, the 3 percent spread and the run length of about $80\,\tau$ hardly change, but the volume distribution is skewed. The mean volume then exceeds the most probable one by about $(K'+1)s^2/2\approx0.4$ percent, which is comparable to the target, and the error found in part (d) rises from 16 to about 17 or 18 percent.

### (d) The compressibility from the same run

By part (a), the measured volume variance yields $\kappa_T$. Its precision follows from the argument of part (c), applied to $a^2$ instead of $a$. Assume Gaussian fluctuations. Two values separated by a time $u$ can then be written as $a_1$ and

$$
a_2=C\,a_1+\sqrt{1-C^2}\;s\,g ,
$$

where $g$ is a Gaussian number of zero mean and unit variance, independent of $a_1$. This gives $a_2$ the variance $s^2$ and the correlation $C(u)$ with $a_1$, as required. A Gaussian variable has $\langle a_1^4\rangle=3s^4$, and the cross term vanishes because $\langle g\rangle=0$, so

$$
\langle a_1^2a_2^2\rangle=3C^2s^4+(1-C^2)s^4=s^4+2C^2s^4 .
$$

The covariance of the squares is thus $2s^4C^2$. For exponential memory $C^2=e^{-2u/\tau}$, whose integral is $\tau/2$. The long-run formula, with $2s^4$ in place of $s^2$ and $\tau/2$ in place of $\tau$, gives the variance of the time-averaged square:

$$
\frac{2\,(2s^4)(\tau/2)}{t}=\frac{2s^4\tau}{t}.
$$

Dividing by $s^4$ and taking the root, the relative standard error of the measured variance is

$$
\sqrt{\frac{2\tau}{t}}=\sqrt{\frac{2}{77.9}}=0.16 .
$$

A real run measures deviations from its own average $\bar a$ rather than from the true mean, so it obtains the time average of $a^2$ minus $\bar a^2$. By part (c) this lowers the expected variance by the fraction $\langle\bar a^2\rangle/s^2\approx2\tau/t$, about 2.6 percent, which is small beside the 16 percent scatter. The simulated trajectories, each with its own mean subtracted, also give 16 percent. The mean volume is known far better than this, so **for exponential memory the compressibility carries a standard error of about 16 percent**, and the spread $s$, being a square root, one of about 8 percent. With exponential memory, a run that fixes the mean density to 0.5 percent therefore gives only a rough compressibility. For another $C(u)$ the same steps give the relative error $\sqrt{4\int_0^\infty C^2\,du\,/\,t}$, valid when $t$ is much longer than the time over which $C(u)$ dies out. It can be larger or smaller than 16 percent: a volume that oscillates with a damping rate of 0.3 times its natural angular frequency gives about 50 percent in a run of $78\,\tau$.

### What the error bar does not cover

The 0.5 percent is a statistical error relative to the mean density of the simulated model. A longer run does not reduce the error of the electronic-structure method, the effect of the small periodic cell, or the neglect of quantum motion of the nuclei. The equilibration time comes on top of the length found here. In the exponential model an initial volume error decays as $e^{-t/\tau}$, so discarding the first $5\,\tau$ leaves less than 1 percent of it. Finally, the estimate requires the volume distribution of part (a). If a barostat steers the volume toward a target without producing that distribution, its volume variance cannot be converted into a compressibility in this way.

## Table of computed values

```
Temperature (chosen): 300 K
Density (rough input): 1.0 g/cm^3
Molar mass (rough input): 18 g/mol
Compressibility (rough input): 0.45 1/GPa
Number of molecules: 64
Thermal energy kT: 4.142 GPa angstrom^3
Cell volume V: 1913 angstrom^3
Cubic cell edge: 12.41 angstrom
kT*kappa: 1.864 angstrom^3
Relative variance s^2: 9.744e-04
Relative spread s, formula: 3.12 percent
Volume spread s*V: 59.7 angstrom^3
Volume spread, quadrature: 59.7 angstrom^3
Density spread, quadrature: 3.13 percent
<rho> above M/<V>, quadrature: 0.098 percent
Spread for 256 molecules, quadrature: 1.56 percent
Target standard error eps: 0.5 percent
Independent samples (s/eps)^2: 39.0
Run length: 77.9 tau
Run length for chosen tau = 1 ps: 78 ps
  same, two standard errors = eps: 312 ps
Run length for chosen tau = 5 ps: 390 ps
  same, two standard errors = eps: 1559 ps
Simulated runs: 4000
Scatter of mean density, full run: 0.502 percent
Scatter of mean density, quarter run: 0.969 percent
Formula for quarter run: 0.975 percent
Runs within eps of true density: 68.2 percent
Runs within 2 eps of true density: 95.1 percent
Error of variance, formula: 16.0 percent
Error of variance, simulated: 16.0 percent
```
